# Does a small exciton mass guarantee Bose condensation in two dimensions?

**Q.** Excitons are light, sometimes lighter than a free electron. At 10 K their thermal wavelength can exceed their spacing even in a dilute layer. They are bosons, so once the wave packets overlap they should condense. If one layer fails to do so, I would look for a smaller mass. What is wrong with that?

**A.** Overlap of the wave packets tells you that Bose statistics matter. Whether a condensate forms is a separate question, which requires counting how many excitons the moving states can hold.

Take the simplest case: ideal bosons in thermal equilibrium, in a uniform periodic square of area $A=L^2$. There are $g$ equivalent components, and each exciton has translational mass $M$ and energy

$$\varepsilon_k=\frac{\hbar^2k^2}{2M}.$$

I measure $\mu$ from the $k=0$ exciton level, not from an electronic band edge. Then

$$N=g\sum_{\mathbf k}\frac{1}{e^{(\varepsilon_k-\mu)/k_BT}-1}.$$

Every occupation must be positive, including that of $k=0$, so $\mu<0$. Write $x=-\mu/k_BT>0$.

**Q.** Then let the area grow at fixed density $n=N/A$. What value does $\mu$ take?

**A.** Allowed wavevectors are spaced by $2\pi/L$ in each direction, so for fixed $x>0$ the sum divided by $A$ becomes an integral:

$$n=g\int\frac{d^2k}{(2\pi)^2}\frac{1}{e^{\varepsilon_k/k_BT+x}-1}
=\frac{g}{2\pi}\int_0^\infty\frac{k\,dk}{e^{\varepsilon_k/k_BT+x}-1}.$$

The angular integral supplied $2\pi$. Since $d\varepsilon=\hbar^2k\,dk/M$, we have $k\,dk=M\,d\varepsilon/\hbar^2$: the density of states is constant. With $t=\varepsilon/k_BT$,

$$n=\frac{gMk_BT}{2\pi\hbar^2}\int_0^\infty\frac{dt}{e^{t+x}-1}.$$

Define the thermal wavelength by $\lambda^2=2\pi\hbar^2/(Mk_BT)$, which makes the prefactor $g/\lambda^2$. Multiplying numerator and denominator of the integrand by $e^{-(t+x)}$ gives a total derivative:

$$\int_0^\infty\frac{e^{-(t+x)}}{1-e^{-(t+x)}}dt
=\Big[\ln\big(1-e^{-(t+x)}\big)\Big]_0^\infty=-\ln(1-e^{-x}).$$

With the degeneracy parameter $D=n\lambda^2/g$, therefore,

$$D=-\ln(1-e^{-x})\quad\Rightarrow\quad e^{-x}=1-e^{-D},$$

$$\boxed{\mu=k_BT\ln(1-e^{-D}),\qquad D=\frac{2\pi\hbar^2n}{gMk_BT}.}$$

For finite $n>0$ and $T>0$, the argument of the logarithm lies strictly between 0 and 1. Thus $\mu$ is strictly negative.

**Q.** You replaced a sum by an integral. Could that have thrown away the very $k=0$ state in which the condensate sits?

**A.** In three dimensions that danger is real. Here it can be excluded. Let $n_A(x)$ be the exact density in the box, with $k=0$ included. It decreases as $x$ increases. At any fixed $x>0$ the $k=0$ term contributes $g/[A(e^x-1)]$, which vanishes as $A\to\infty$, so $n_A(x)$ tends to the integral.

Let $x_*$ be the root just found, and choose $x_1<x_*<x_2$. For a large enough box, $n_A(x_2)<n<n_A(x_1)$, so the exact root lies between $x_1$ and $x_2$. These can be chosen as close to $x_*$ as we like. The exact root therefore tends to $x_*$, which is not zero.

The argument works because the integral can supply any density. For small $x$, $D\simeq-\ln x$, so each tenfold reduction of $x$ adds $\ln10$ to $D$. The moving states never saturate.

**Q.** So a negative chemical potential proves that there is no condensate?

**A.** Not by itself. An ideal gas in any finite box has $\mu<0$, even when most of it occupies $k=0$. The useful statement is that $\mu$ stays away from zero as the area grows. The occupation of $k=0$ per component is then

$$\frac{1}{e^x-1}=\frac{e^{-x}}{1-e^{-x}}=\frac{1-e^{-D}}{e^{-D}}=e^D-1.$$

Over all components, its share of the gas is

$$\frac{N_0}{N}\to\frac{g(e^D-1)}{nA}\to0.$$

Every other state has a smaller occupation, so none holds a finite fraction.

**Q.** Could the condensate be spread over many states very close to $k=0$?

**A.** Stop the energy integral at $\delta$ instead of infinity. The fraction below $\delta$ is

$$f(\delta)=\frac{1}{D}\ln\frac{1-e^{-x-\delta/k_BT}}{1-e^{-x}}.$$

It vanishes as $\delta\to0$, with the infinite-area limit taken first, so there is no smeared condensate either. At $\delta=|\mu|=xk_BT$, the factorization $1-e^{-2x}=(1-e^{-x})(1+e^{-x})$ gives $f=\ln(1+e^{-x})/D$.

**Q.** Put in numbers. I want to see what the mass does.

**A.** Take $n=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}$, $T=10$ K and $g=4$. The thermal energy is 0.862 meV. For $M=0.8\,m_0$, where $m_0$ is the free-electron mass, $\lambda=26.35$ nm and

$$D=\frac{0.01\times(26.35)^2}{4}=1.736.$$

Then $x=-\ln(1-e^{-1.736})=0.194$, and

$$\mu=-0.194\times0.862\ \mathrm{meV}=-0.167\ \mathrm{meV},$$

or $-1.94$ K in temperature units. The $k=0$ state holds 4.7 excitons per component, whatever the area, once the box is large.

Now reduce the mass, holding $n$, $T$ and $g$ fixed:

| $M/m_0$ | $D$ | $\mu$ (meV) | $k=0$ occupation per component |
|---|---:|---:|---:|
| 0.8 | 1.74 | $-0.167$ | 4.7 |
| 0.2 | 6.94 | $-8.3\times10^{-4}$ | $1.0\times10^3$ |
| 0.02 | 69.4 | $-5.9\times10^{-31}$ | $1.5\times10^{30}$ |

The two lighter masses are hypothetical. For $D\gg1$, expanding the logarithm gives $\mu\simeq-k_BTe^{-D}$. Since $D\propto1/M$, a smaller mass makes $|\mu|$ exponentially small without making it zero. The last row is a statement about an infinite plane, not about an energy anyone could resolve.

In the opposite limit, $D\ll1$, $1-e^{-D}\simeq D$ and $\mu\simeq k_BT\ln D$, the classical result. The 0.8 $m_0$ gas at 300 K has $D=0.058$ and $\mu=-74$ meV.

**Q.** An occupation of a thousand looks like a condensate to me. How would the difference show itself?

**A.** In the range of phase coherence. Define the correlation function, summed over components, as

$$G(r)=g\int\frac{d^2k}{(2\pi)^2}\frac{e^{i\mathbf k\cdot\mathbf r}}{e^u-1},\qquad u=x+\frac{\lambda^2k^2}{4\pi}.$$

The second term in $u$ is $\varepsilon_k/k_BT$, because $\hbar^2/(2Mk_BT)=\lambda^2/4\pi$. A condensate would leave a nonzero value of $G$ at infinite distance.

The Bose function can be expanded in its poles:

$$\frac1{e^u-1}=-\frac12+\frac1u+\sum_{m=1}^{\infty}\left(\frac1{u+2\pi im}+\frac1{u-2\pi im}\right).$$

The constant contributes only at $r=0$. For the $1/u$ term, factor out $\lambda^2/4\pi$:

$$\frac1u=\frac{4\pi}{\lambda^2}\frac1{k^2+\xi^{-2}},\qquad
\xi^{-2}=\frac{4\pi x}{\lambda^2}=\frac{2M|\mu|}{\hbar^2}.$$

The two-dimensional Fourier transform of $1/(k^2+\xi^{-2})$ is $K_0(r/\xi)/2\pi$, with $K_0$ the modified Bessel function. Hence

$$G(r)\simeq\frac{2g}{\lambda^2}K_0(r/\xi),\qquad \xi=\frac{\hbar}{\sqrt{2M|\mu|}}.$$

The remaining poles have $\kappa_m^2=4\pi(x\pm2\pi im)/\lambda^2$. The real part of $\kappa_m$ is at least $2\pi\sqrt m/\lambda$, and it also exceeds $1/\xi$. Their contributions therefore die out faster. Direct momentum integration at $r=3\lambda$ and $5\lambda$ agrees with the $K_0$ formula to within one part in $10^5$ for all three masses.

At large distance $K_0(r/\xi)$ falls as $e^{-r/\xi}/\sqrt r$. The length $\xi$ is 17 nm for 0.8 $m_0$ and 479 nm for 0.2 $m_0$. Coherence extends further in the lighter gas, but it still ends.

**Q.** My sample is a few micrometres across. If $\xi$ is larger than the sample, why should I care about an infinite plane?

**A.** In that case the infinite-plane result is the wrong guide, and your intuition has a sound core. In a finite square the lowest excited level satisfies

$$\frac{\varepsilon_1}{k_BT}=\frac{\lambda^2}{4\pi}\left(\frac{2\pi}{L}\right)^2=\frac{\pi\lambda^2}{L^2}.$$

To estimate the most that the excited states can hold, set $x=0$ and start the energy integral at $c\varepsilon_1$, with $c$ of order one. For $L\gg\lambda$,

$$D_{\rm exc}\simeq-\ln\left(1-e^{-c\pi\lambda^2/L^2}\right)
\simeq\ln\frac{L^2}{\lambda^2}+C,$$

where $C=-\ln(c\pi)$. The cutoff argument gives the logarithm but not the constant; summing the discrete levels gives $C=-0.322$ for the periodic square. Setting $D_{\rm exc}=D$ defines a crossover side:

$$L_x\simeq\lambda e^{(D-C)/2}.$$

For 0.2 $m_0$, this is $52.7\,e^{(6.945+0.322)/2}\ \mathrm{nm}\approx2.0$ µm. The full level sums, with $n$, $T$ and $g$ unchanged, put 24% of the gas at $k=0$ for $L=1$ µm, 2.6% for 4 µm and 0.16% for 16 µm. These figures belong to periodic boundaries. With hard walls the crossover side is about 2.8 µm and the lowest level holds 32%, 4.5% and 0.19%. In either case, enlarging the sample at fixed density removes the apparent condensate.

For 0.02 $m_0$ the crossover side is $2.4\times10^8$ m. A 16 µm square then has 87% of its excitons at $k=0$. The capacity formula explains this figure: with $\lambda=166.7$ nm, $D_{\rm exc}=2\ln(16000/166.7)-0.322=8.81$, so the surplus fraction is $1-8.81/69.45=0.873$. A small mass can thus produce macroscopic occupation in a laboratory-sized ideal gas. It does not produce a condensate that survives the large-area limit.

For 0.8 $m_0$ the formula gives 74 nm, less than three thermal wavelengths, so there it is only a rough scale.

**Q.** Why does the same reasoning allow condensation in three dimensions?

**A.** Because there the moving states do saturate. Expand the Bose factor at $\mu=0$ as $\sum_{j\ge1}e^{-j\varepsilon/k_BT}$. Each Gaussian momentum integral in three dimensions gives $(j\lambda^2)^{-3/2}$, so the capacity per component is

$$n_c=\frac1{\lambda^3}\sum_{j=1}^{\infty}j^{-3/2}=\frac{\zeta(3/2)}{\lambda^3},$$

which is finite. In two dimensions the terms are $1/(j\lambda^2)$, and their sum diverges. At twice $n_c$, half of a large three-dimensional gas must occupy $k=0$. Level sums give 52.7% for $L/\lambda=20$ and 50.7% for $L/\lambda=80$. Both boxes have $\mu<0$, which shows why the sign alone is not a criterion.

**Q.** Is two-dimensionality then enough to forbid condensation of an ideal gas?

**A.** No; the parabolic dispersion and the uniform plane also matter. If $\varepsilon\propto k^s$, then $k\,dk\propto\varepsilon^{2/s-1}d\varepsilon$. At $\mu=0$ and low energy the Bose factor is $k_BT/\varepsilon$, so the capacity integral behaves as $\int_0\varepsilon^{2/s-2}d\varepsilon$. It converges for $s<2$ and diverges for $s=2$.

A harmonic trap changes the count too. Its levels lie at $m\hbar\omega$ above the lowest one and have degeneracy $m+1$. For $k_BT\gg\hbar\omega$, the excited states at saturation hold, per component,

$$\sum_{m\ge1}\frac{m+1}{e^{m\hbar\omega/k_BT}-1}
\simeq\left(\frac{k_BT}{\hbar\omega}\right)^2\int_0^\infty\frac{t\,dt}{e^t-1}
=\frac{\pi^2}{6}\left(\frac{k_BT}{\hbar\omega}\right)^2.$$

With $N\omega^2$ fixed as the trap is widened, this capacity is a fixed fraction of $N$. Setting it equal to $N/g$ gives a condensation temperature $k_BT_c=\hbar\omega\sqrt{6N/(g\pi^2)}$. That large-system limit differs from enlarging a uniform plane.

**Q.** Real excitons repel. Could the repulsion push $\mu$ above zero and restore the condensate?

**A.** It can push $\mu$ above the bare exciton level, but that is not the relevant comparison. In a mean-field model that shifts every state by the same $\Delta$, the occupation depends on $\varepsilon_k+\Delta-\mu$. The previous solution becomes

$$\mu=\Delta+k_BT\ln(1-e^{-D}),$$

which is still below the shifted $k=0$ level.

For electrons and holes in separate layers a distance $d$ apart, a parallel-plate estimate gives $\Delta=ne^2d/(\epsilon_0\epsilon_r)$. With $d=0.6$ nm and $\epsilon_r=5$, $\Delta=21.7$ meV. In this model, $\mu$ for 0.8 $m_0$ would be about $+21.5$ meV from the bare level and still $-0.167$ meV from the shifted one. The estimate contains only the direct repulsion. Exchange of whole excitons within one component adds roughly $\Delta/g\approx5$ meV, and that part varies with $k$ by an amount comparable with $0.167$ meV. Exchange of the constituent electrons or holes is of similar size and, at this layer separation, of opposite sign: in first order, for equal electron and hole masses, it is about $-4$ to $-8$ meV, depending on how many components share an electron or hole spin. The last figure therefore belongs to the equal-shift model, not to a real layer.

**Q.** Then is superfluidity ruled out as well?

**A.** No. An interacting plane can be superfluid without a condensate. Consider one component with superfluid density $n_s$. A vortex has velocity $v=\hbar/(Mr)$, and between core radius $a$ and system radius $R$ its energy is

$$E=\int_a^R\frac{Mn_s}{2}\frac{\hbar^2}{M^2r^2}2\pi r\,dr
=\frac{\pi\hbar^2n_s}{M}\ln\frac Ra.$$

It can sit in about $(R/a)^2$ places, so its entropy is $2k_B\ln(R/a)$. The free energy is

$$F=\left(\frac{\pi\hbar^2n_s}{M}-2k_BT\right)\ln\frac Ra.$$

Free vortices become favourable when the bracket turns negative. This is the Berezinskii–Kosterlitz–Thouless (BKT) condition, $k_BT=\pi\hbar^2n_s/(2M)$, with $n_s$ taken at the transition. Because $n_s\le n$, the transition temperature cannot exceed $\pi\hbar^2n/(2Mk_B)$, which is 17.4 K for 0.8 $m_0$ if one component holds the whole density. This is an upper bound, not a predicted transition temperature. It scales as $1/M$, so a small mass raises the bound. The restriction to one component matters. If two or more components are equivalent and the interaction does not distinguish them, the winding can escape into another component: the unit vector $(2Rre^{i\theta},\,R^2-r^2)/(R^2+r^2)$ winds once at $r=R$ yet costs only $2\pi\hbar^2n_s/M$, independent of $R$. The vortex argument then gives no BKT transition; it needs level splittings or component-dependent interactions that remove this freedom.

Below the transition, long-wavelength phase fluctuations still remove the condensate. The phase energy is $(\hbar^2n_s/2M)\int|\nabla\theta|^2d^2r$. Equipartition gives each mode a mean square $Mk_BT/(\hbar^2n_sk^2)$, so

$$\tfrac12\langle[\theta(r)-\theta(0)]^2\rangle
=\int\frac{d^2k}{(2\pi)^2}\frac{Mk_BT}{\hbar^2n_sk^2}(1-\cos\mathbf k\cdot\mathbf r)
\simeq\frac{Mk_BT}{2\pi\hbar^2n_s}\ln\frac ra.$$

The logarithm comes from wavevectors between $1/r$ and $1/a$. For Gaussian fluctuations, coherence is the exponential of minus this quantity: a power of $r$ that falls slowly to zero.

**Q.** How close are your numbers to a real layer?

**A.** The 0.8 $m_0$ parameters are rough values for interlayer excitons in transition-metal dichalcogenide bilayers at low temperature. With a rough radius of 2 nm, $na^2=0.04$ (here $a$ is that radius), and a rough binding energy of 150 meV is 174 times $k_BT$, so treating the pairs as bosons is a reasonable start. The margin in density is modest: at a few times $10^{12}\ \mathrm{cm^{-2}}$, screening and overlap are expected to break the pairs into an electron–hole plasma.

The ideal and uniform assumptions fare much worse. The repulsion estimate is about 25 times $k_BT$. It ignores the correlations that keep excitons apart, and so overestimates the shift, as the large bare coupling $Mn^{-1}\Delta/\hbar^2=23$ signals. The same dipole potential has a two-dimensional scattering length $a_s\approx3.4$ nm, so $na_s^2\approx0.11$, and the dilute-gas expression $4\pi\hbar^2n/[M\ln(1/na_s^2)]$ gives about 5 meV, still several times $k_BT$. That expression needs a large logarithm, and here it is only about 2, so weak-interaction theory remains unreliable. A rough disorder width of 5 meV is 30 times $|\mu|$, so local level shifts can swamp the calculated value. In twisted or lattice-mismatched bilayers the periodic moiré potential can be larger still; it can localize the excitons or change their mass, and the free parabolic dispersion used here then fails.

The number of components matters as well. If splittings well above $k_BT$ leave only one component occupied at the same density and temperature, $\mu$ moves from $-0.167$ to $-8.3\times10^{-4}$ meV. That equals the 0.2 $m_0$, $g=4$ value because $D$ contains only the product $gM$.

Finally, a rough lifetime of 100 ns broadens the level by only $4\times10^{-5}$ of $|\mu|$. This does not establish that the excitons reach equilibrium; that depends on how fast they cool.

**Q.** So if I see a sharp peak at $k=0$ in a small sample, what should I ask next?

**A.** Ask how the peak changes with sample size at fixed density and temperature. In the uniform ideal gas its fraction falls as $1/A$ once $L$ is well above both $L_x$ and $\xi$. In a trap or an interacting layer, the comparison must use the corresponding theory. A low mass tells you that quantum degeneracy is easier to reach; it does not tell you which of these states you have reached. The numerical output below gives the values for all three masses.

## Computed results

```
density: 1.00e+12 cm^-2
temperature: 10.0 K; components g: 4
thermal energy kT: 0.8617 meV
size constant C: -0.3219
--- exciton mass: 0.80 m0
thermal wavelength: 26.35 nm
degeneracy temperature D*T: 17.36 K
D: 1.7362; -mu/kT: 1.9381e-01
mu: -1.6701e-01 meV = -1.9381e+00 K
k=0 occupation per component: 4.6760e+00
fraction with energy below |mu|: 0.3461
coherence length: 1.6887e+01 nm
crossover box side: 7.3749e+01 nm
--- exciton mass: 0.20 m0
thermal wavelength: 52.71 nm
degeneracy temperature D*T: 69.45 K
D: 6.9450; -mu/kT: 9.6394e-04
mu: -8.3066e-04 meV = -9.6394e-03 K
k=0 occupation per component: 1.0369e+03
fraction with energy below |mu|: 0.0997
coherence length: 4.7889e+02 nm
crossover box side: 1.9945e+03 nm
--- exciton mass: 0.02 m0
thermal wavelength: 166.67 nm
degeneracy temperature D*T: 694.50 K
D: 69.4496; -mu/kT: 6.8930e-31
mu: -5.9399e-31 meV = -6.8930e-30 K
k=0 occupation per component: 1.4507e+30
fraction with energy below |mu|: 0.0100
coherence length: 5.6631e+16 nm
crossover box side: 2.3581e+17 nm
--- finite squares
0.20 m0, side 1000 nm: k=0 fraction 0.24394
0.20 m0, side 4000 nm: k=0 fraction 0.02590
0.20 m0, side 16000 nm: k=0 fraction 0.00162
0.02 m0, side 16000 nm: k=0 fraction 0.87334
3D box, L/lambda=20: k=0 fraction 0.5274
3D box, L/lambda=80: k=0 fraction 0.5068
--- neglected effects, 0.80 m0
layer separation: 0.6 nm; permittivity: 5.0
mean-field repulsion: 21.71 meV
coupling M*u/hbar^2: 22.80
one-component superfluid upper bound: 17.36 K
exciton radius: 2.0 nm; n*a^2: 0.040
binding: 150 meV; binding/kT: 174.1
disorder: 5.0 meV; disorder/|mu|: 29.9
lifetime: 100 ns; hbar/lifetime: 6.58e-06 meV
lifetime broadening/|mu|: 3.94e-05
mu if only one component: -8.3066e-04 meV
300 K: D=0.0579, mu=-74.41 meV
```
